\section*{The Fowler–Nordheim Exponent and Its Three-Halves Power of Barrier Height, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a flat barrier to the triangular exponent}

\subsection{A flat barrier}

An electron of mass $m$ comes from the left with kinetic energy $E_k$ and meets a barrier of constant height. The top of the barrier lies an energy $\varphi$ above the electron's own energy, and the barrier occupies $0<x<w$. On both sides of it the electron is free, with the same kinetic energy. The motion is one-dimensional, the bands are parabolic, and the mass is the same everywhere.

Let the potential energy be zero in the emitter, so that the electron's energy is $E=E_k$. The stationary Schr\"odinger equation is
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi
\quad\Longrightarrow\quad
\psi''=\frac{2m}{\hbar^2}(V-E)\,\psi .
\label{eq:se}
\end{equation}
Outside the barrier $V-E=-E_k$, and inside it $V-E=\varphi$. The two regions therefore have the wavenumber and the decay rate
\begin{equation}
k=\frac{\sqrt{2mE_k}}{\hbar},\qquad
\kappa_0=\frac{\sqrt{2m\varphi}}{\hbar}.
\label{eq:kk}
\end{equation}
The time factor is $e^{-iEt/\hbar}$, so $e^{ikx}$ travels to the right.

Beyond the barrier there is an outgoing wave, $\psi=t\,e^{ik(x-w)}$. At $x=w$ it has the value $t$ and the derivative $ikt$. The solution inside the barrier with this value and derivative is
\begin{equation}
\psi=t\left[\cosh\kappa_0(w-x)-\frac{ik}{\kappa_0}\sinh\kappa_0(w-x)\right].
\end{equation}
Differentiating the second term gives $+ik\cosh\kappa_0(w-x)$, which is $ik$ at $x=w$, as required. With $c=\cosh\kappa_0w$ and $s=\sinh\kappa_0w$, the values at the front face are
\begin{equation}
\psi(0)=t\left(c-\frac{ik}{\kappa_0}s\right),\qquad
\psi'(0)=t\,(-\kappa_0 s+ikc).
\end{equation}

On the left, $\psi=Ae^{ikx}+Re^{-ikx}$. Hence $\psi(0)=A+R$ and $\psi'(0)=ik(A-R)$. Dividing the second relation by $ik$ and adding the first removes $R$:
\begin{equation}
A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right].
\label{eq:A}
\end{equation}
Since $-\kappa_0s/(ik)=i\kappa_0s/k$, this becomes
\begin{equation}
A=t\left[c+\frac{i}{2}\left(\frac{\kappa_0}{k}-\frac{k}{\kappa_0}\right)s\right].
\end{equation}
The transmission probability is $T=|t|^2/|A|^2$, because the velocities on the two sides are equal. Using $c^2=1+s^2$ and
\begin{equation}
1+\frac14\left(\frac{\kappa_0}{k}-\frac{k}{\kappa_0}\right)^2
=\frac14\left(\frac{\kappa_0}{k}+\frac{k}{\kappa_0}\right)^2
\end{equation}
we obtain
\begin{equation}
T=\left[1+\frac{(k^2+\kappa_0^2)^2}{4k^2\kappa_0^2}\sinh^2\kappa_0w\right]^{-1}.
\end{equation}

Two limits show what this contains. For $w\to0$ the hyperbolic sine vanishes and $T\to1$: no barrier, no reflection. For a thick barrier, $\kappa_0w\gg1$, we have $\sinh^2\kappa_0w\simeq e^{2\kappa_0w}/4$, and the 1 in the bracket is negligible for any $k/\kappa_0$, because $(k^2+\kappa_0^2)^2\ge4k^2\kappa_0^2$ keeps the coefficient of $\sinh^2\kappa_0w$ from falling below 1. Then
\begin{equation}
T\simeq P^2e^{-2\kappa_0w},\qquad
P=\frac{4k\kappa_0}{k^2+\kappa_0^2}.
\label{eq:flat}
\end{equation}
The exponent $2\kappa_0w$ is proportional to $\varphi^{1/2}$ at fixed width. The factor 2 appears because a probability is the square of an amplitude. The prefactor is a square, and the barrier has two sharp faces; this will be worth comparing with a barrier that has one.

\subsection{A barrier whose height varies slowly}

Now let the height above the electron's energy depend on position. Write $V(x)-E=u(x)$, with $u>0$ under the barrier, and
\begin{equation}
\kappa(x)=\frac{\sqrt{2m\,u(x)}}{\hbar},\qquad \psi''=\kappa^2(x)\psi .
\label{eq:kappa}
\end{equation}
If the barrier is cut into thin slices, the flat case suggests that the amplitude falls by $e^{-\kappa\Delta x}$ in each. The product over slices is $\exp(-\int\kappa\,dx)$. This picture ignores what happens at the joins, so the equation itself has to say when it is good.

Put $\psi=e^{S}$. Then $\psi'=S'e^S$ and $\psi''=(S''+S'^2)e^S$, so that
\begin{equation}
S''+S'^2=\kappa^2 .
\label{eq:riccati}
\end{equation}
For constant $\kappa$ the solutions $S'=\pm\kappa$ are those of the flat barrier. For slowly varying $\kappa$ we add a small correction, $S'=\pm\kappa+\sigma$. Substitution gives
\begin{equation}
\pm\kappa'+\sigma'+\kappa^2\pm2\kappa\sigma+\sigma^2=\kappa^2 .
\end{equation}
The terms $\kappa^2$ cancel. Keeping the largest remaining terms, $\pm\kappa'\pm2\kappa\sigma=0$, we find the same correction for both signs:
\begin{equation}
\sigma=-\frac{\kappa'}{2\kappa}=\frac{d}{dx}\ln\kappa^{-1/2}.
\end{equation}
Integration of $S'$ then yields the WKB form
\begin{equation}
\psi\simeq\frac{\text{const}}{\sqrt{\kappa(x)}}
\exp\left(\pm\int^x\kappa(x')\,dx'\right).
\label{eq:wkb}
\end{equation}
The slices gave the correct exponential; the joins supply the slowly varying factor $\kappa^{-1/2}$. When $\kappa'=0$ the form reduces to $e^{\pm\kappa x}$, the solution of the flat case.

The wave that enters from the left decays through the barrier. Its probability density changes across the forbidden region mainly through
\begin{equation}
e^{-G},\qquad G=2\int_{\text{forbidden}}\kappa(x)\,dx .
\label{eq:G}
\end{equation}
This defines the WKB exponent. For a flat barrier it is $2\kappa_0w$, in agreement with (\ref{eq:flat}).

\subsection{The uniform field}

In an insulator under a uniform field, the band edge is tilted. Let $F>0$ be the magnitude of the field and $e>0$ the elementary charge, with the force on the electron directed to the right. The step at $x=0$ remains sharp, and beyond it
\begin{equation}
u(x)=\varphi-eFx,\qquad x>0 .
\label{eq:u}
\end{equation}
Here $\varphi$ is the height of the band edge at the step above the energy of this particular electron. It equals the barrier measured from the Fermi level when the electron is at the Fermi level. There is no trapped charge, which would bend the straight edge, and no image force, which would round its upper corner.

The electron is forbidden where $u>0$. The forbidden region ends at the turning point
\begin{equation}
x_t=\frac{\varphi}{eF}.
\label{eq:xt}
\end{equation}
We take the insulator to extend beyond $x_t$, with no reflection from its far side. The exponent is
\begin{equation}
G=\frac{2\sqrt{2m}}{\hbar}\int_0^{x_t}\sqrt{\varphi-eFx}\;dx .
\end{equation}
Change the variable to $u=\varphi-eFx$. Then $dx=-du/(eF)$, and the limits $x=0$ and $x=x_t$ become $u=\varphi$ and $u=0$. The minus sign reverses the limits:
\begin{align}
G&=\frac{2\sqrt{2m}}{\hbar eF}\int_0^\varphi u^{1/2}\,du
=\frac{2\sqrt{2m}}{\hbar eF}\cdot\frac23\varphi^{3/2},\\
G&=\frac{4\sqrt{2m}}{3\hbar eF}\,\varphi^{3/2}.
\label{eq:FN}
\end{align}
This is the Fowler--Nordheim exponent of the triangular barrier.

\subsection{Where the power comes from}

The flat barrier gave $\varphi^{1/2}$ and the triangle gives $\varphi^{3/2}$. To see both at once, consider a barrier of fixed shape, $u(x)=\varphi\,v(x/a)$, with length $a$ and $v$ a dimensionless function on $0<q<1$. With $x=aq$,
\begin{equation}
G=2\kappa_0a\int_0^1\sqrt{v(q)}\,dq .
\end{equation}
For the flat barrier, $v=1$ and $a=w$ is fixed. The height enters through $\kappa_0\propto\varphi^{1/2}$ alone. For the triangle, $v=1-q$ and $a=x_t=\varphi/(eF)$. The integral is $2/3$, so
\begin{equation}
G=\frac43\kappa_0x_t .
\label{eq:mean}
\end{equation}
A higher triangular barrier makes the wave decay faster, which supplies $\varphi^{1/2}$, and it is also wider at the electron's energy, which supplies $\varphi^1$. The mean decay rate is two thirds of its value at the step. Doubling $\varphi$ at fixed field multiplies $G$ by $2^{3/2}\simeq2.83$, against $2^{1/2}\simeq1.41$ for a flat barrier of fixed width.

\subsection{A film that ends before the turning point}

The change from one power to the other can be followed in a film of thickness $d<x_t$. The electron then leaves the film while still below the band edge, and the barrier is a trapezoid. The same integral, stopped at $x=d$, runs from $u=\varphi-eFd$ to $u=\varphi$:
\begin{equation}
G_d=G\left[1-\left(1-\frac{eFd}{\varphi}\right)^{3/2}\right].
\label{eq:trap}
\end{equation}
For a weak field, let $\eta=eFd/\varphi\ll1$. Since $(1-\eta)^{3/2}\simeq1-\frac32\eta$,
\begin{equation}
G_d\simeq\frac32\eta\,G
=\frac32\cdot\frac{d}{x_t}\cdot\frac43\kappa_0x_t=2\kappa_0d .
\end{equation}
The flat barrier and its square root return. At $eFd=\varphi$ the bracket reaches 1 and the exponent takes the triangular value. The three-halves law thus belongs to a film with a voltage drop large enough for the electron to emerge into the insulator's own conduction band. In such a film, with $d>x_t$, reflection at a sharp far face, left out here, would make the transmission oscillate as the thickness varies, but it does not change $G$. A thinner film at the same field is in the direct-tunnelling regime, and its exponent follows (\ref{eq:trap}); the prefactor then depends on both faces of the film.

\subsection{How slow is slow enough?}

The WKB form dropped $\sigma'+\sigma^2$ in comparison with $\kappa'$. For the straight edge these terms can be evaluated. Differentiating $\kappa^2=2m(\varphi-eFx)/\hbar^2$ gives
\begin{equation}
\kappa\kappa'=-b,\qquad b=\frac{meF}{\hbar^2}.
\end{equation}
Hence $\sigma=-\kappa'/(2\kappa)=b/(2\kappa^2)$, and
\begin{equation}
\sigma'=-\frac{b\kappa'}{\kappa^3}=\frac{b^2}{\kappa^4},
\qquad \sigma^2=\frac{b^2}{4\kappa^4}.
\end{equation}
Their sum, divided by $|\kappa'|=b/\kappa$, is
\begin{equation}
\frac{\sigma'+\sigma^2}{|\kappa'|}
=\frac54\,\frac{b}{\kappa^3}=\frac54\,\frac{|\kappa'|}{\kappa^2}.
\end{equation}
The quantity that must be small is therefore $|\kappa'|/\kappa^2$, the relative change of $\kappa$ over one decay length. At the step, $m/\hbar^2=\kappa_0^2/(2\varphi)$, and so
\begin{equation}
\left.\frac{|\kappa'|}{\kappa^2}\right|_{x=0}
=\frac{eF}{2\varphi\kappa_0}=\frac{1}{2\kappa_0x_t}=\frac{2}{3G},
\label{eq:slow}
\end{equation}
where the last equality uses (\ref{eq:mean}). A large exponent thus guarantees a good WKB wave at the step. At the turning point, however, $\kappa\to0$ and the ratio diverges, however large $G$ may be. The factor $\kappa^{-1/2}$ diverges there too. The exponent integral is finite, but it has not yet been shown that the neighbourhood of $x_t$ adds no further factor to $T$.

\subsection{Numbers for one barrier}

Take round model parameters: $\varphi=3.0$ eV, $m=0.50\,m_e$ with $m_e$ the free-electron mass, $E_k=1.0$ eV, and $F=1.0$ V/nm. In these units $eF$ is 1.0 eV/nm, and $2m_e/\hbar^2=26.247\ \mathrm{eV^{-1}\,nm^{-2}}$. The turning point and the decay rate at the step are
\begin{align}
x_t&=\frac{3.0}{1.0}=3.0\ \text{nm},\\
\kappa_0&=\sqrt{26.247\times0.50\times3.0}=6.275\ \mathrm{nm^{-1}}.
\end{align}
For a free mass, the coefficient of $\varphi^{3/2}/F$ is $\frac43\sqrt{26.247}=6.831$, with $\varphi$ in eV and $F$ in V/nm. Therefore
\begin{equation}
G=6.831\times\sqrt{0.50}\times\frac{3.0^{3/2}}{1.0}=25.10 .
\end{equation}
Equation (\ref{eq:mean}) gives the same number as $\frac43\times6.275\times3.0$. The slowness ratio at the step is $2/(3\times25.10)=0.027$, so the WKB wave is well founded there. The exponential factor is $e^{-G}=1.26\times10^{-11}$. A flat barrier of the same height and a width of 3.0 nm would have the exponent $2\times6.275\times3.0=37.65$; the tilt removes one third of it.

\section{The turning point and the transmission}

\subsection{Symbols and results carried over}

An electron with kinetic energy $E_k$ and wavenumber $k$ meets a sharp step at $x=0$. Beyond it the band edge lies $\varphi-eFx$ above the electron's energy. The decay rate is $\kappa(x)$, with $\kappa_0=\sqrt{2m\varphi}/\hbar$ at the step, and the turning point is $x_t=\varphi/(eF)$. The WKB exponent is
\begin{equation}
G=2\int_0^{x_t}\kappa\,dx=\frac43\kappa_0x_t
=\frac{4\sqrt{2m}}{3\hbar eF}\varphi^{3/2}.
\label{eq:G2}
\end{equation}
A thick flat barrier of width $w$ transmits $P^2e^{-2\kappa_0w}$, with $P=4k\kappa_0/(k^2+\kappa_0^2)$. The WKB form holds at the step when $G\gg1$ and fails near $x_t$. The example has $\varphi=3.0$ eV, $m=0.50\,m_e$, $E_k=1.0$ eV and $F=1.0$ V/nm, which give $G=25.10$.

The WKB exponent $G$ of the triangular barrier has been derived, and the WKB wave has been shown to hold at the step when $G\gg1$. It remains to treat the neighbourhood of the turning point, where the WKB form fails, and to find the full transmission with its prefactor.

All numerical values are calculated from the stated model.
